# The Gamma Matrices as Generators of the Conformal Group

## One time coordinate

Consider a single coordinate $t$, described by the direction of the complex column $(it,1)^T$. Only the ratio of the two entries matters, so a column may be rescaled freely. Take

$$
P=\begin{pmatrix}0&i\\0&0\end{pmatrix},\qquad
K=\begin{pmatrix}0&0\\i&0\end{pmatrix},\qquad
D=\tfrac12\begin{pmatrix}1&0\\0&-1\end{pmatrix}. \tag{1}
$$

Since $P^2=K^2=0$, the exponentials of $P$ and $K$ stop at first order:

$$
e^{aP}\begin{pmatrix}it\\1\end{pmatrix}=\begin{pmatrix}i(t+a)\\1\end{pmatrix},\quad
e^{\lambda D}\begin{pmatrix}it\\1\end{pmatrix}=\begin{pmatrix}e^{\lambda/2}it\\e^{-\lambda/2}\end{pmatrix},\quad
e^{bK}\begin{pmatrix}it\\1\end{pmatrix}=\begin{pmatrix}it\\1-bt\end{pmatrix}. \tag{2}
$$

Dividing the upper entry by $i$ times the lower one gives $t+a$, $e^{\lambda}t$ and $t/(1-bt)$. These are a translation, a dilatation and a special conformal transformation, which sends $t=1/b$ to infinity. Direct multiplication gives $[D,P]=P$, $[D,K]=-K$ and $[K,P]=2D$.

In four dimensions the number $it$ becomes a $2\times2$ block, and the matrices become $4\times4$. They are built from the gamma matrices.

## The fifteen products

Let $\eta=\mathrm{diag}(+,-,-,-)$ and

$$
\{\gamma_\mu,\gamma_\nu\}=2\eta_{\mu\nu},\qquad \gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3,\qquad \gamma_5^2=1,\qquad \gamma_5\gamma_\mu=-\gamma_\mu\gamma_5. \tag{3}
$$

Choose $\gamma^0$ Hermitian and $\gamma^i$ anti-Hermitian; then $\gamma_5$ is Hermitian. The products are $\gamma_\mu$ (four), $\gamma_\mu\gamma_\nu$ with $\mu<\nu$ (six), $\gamma_\mu\gamma_5$ (four) and $\gamma_5$ (one).

Each product $X$ anticommutes with some invertible $Y$: take $Y=\gamma_5$ for $\gamma_\mu$ and $\gamma_\mu\gamma_5$, $Y=\gamma_\mu$ for $\gamma_\mu\gamma_\nu$, and $Y=\gamma_0$ for $\gamma_5$. Hence $\mathrm{tr}X=\mathrm{tr}(YXY^{-1})=-\mathrm{tr}X=0$. The product of two different members is, up to a phase, another member, so it is traceless too, while each square is $\pm1$. If $\sum_A c_AX_A=0$, multiplying by $X_B^{-1}$ and taking the trace gives $4c_B=0$. The fifteen products are therefore linearly independent over the complex numbers, and they span all traceless $4\times4$ matrices, the algebra $sl(4,\mathbb C)$.

Closure over the complex numbers is then automatic, because a commutator is traceless. The algebra $so(4,2)$, however, is a real one, and which real algebra results depends on the factors of $i$ attached to the products. One real basis that gives $so(4,2)$ is

$$
i\gamma_\mu,\qquad \tfrac12\gamma_\mu\gamma_\nu\ (\mu<\nu),\qquad i\gamma_\mu\gamma_5,\qquad \gamma_5. \tag{4}
$$

## Closure into so(4,2)

Define five anticommuting matrices

$$
\Gamma_\mu=\gamma_\mu,\quad \Gamma_4=i\gamma_5,\qquad \{\Gamma_a,\Gamma_b\}=2g_{ab},\quad g_{ab}=\mathrm{diag}(+,-,-,-,-), \tag{5}
$$

where $a,b=0,\dots,4$, and set

$$
\Sigma_{ab}=\tfrac14[\Gamma_a,\Gamma_b]=\tfrac12(\Gamma_a\Gamma_b-g_{ab}). \tag{6}
$$

Moving $\Gamma_c$ to the left through two factors gives

$$
\Gamma_a\Gamma_b\Gamma_c=2g_{bc}\Gamma_a-\Gamma_a\Gamma_c\Gamma_b
=2g_{bc}\Gamma_a-2g_{ac}\Gamma_b+\Gamma_c\Gamma_a\Gamma_b .
$$

The number $g_{ab}$ in (6) drops out of commutators, so

$$
[\Sigma_{ab},\Gamma_c]=g_{bc}\Gamma_a-g_{ac}\Gamma_b. \tag{7}
$$

Now apply $[X,YZ]=[X,Y]Z+Y[X,Z]$ to $\Sigma_{cd}$:

$$
[\Sigma_{ab},\Sigma_{cd}]=\tfrac12\left(g_{bc}\Gamma_a\Gamma_d-g_{ac}\Gamma_b\Gamma_d+g_{bd}\Gamma_c\Gamma_a-g_{ad}\Gamma_c\Gamma_b\right).
$$

Insert $\Gamma_a\Gamma_d=2\Sigma_{ad}+g_{ad}$ and its analogues. The pure numbers are $\frac12(g_{bc}g_{ad}-g_{ac}g_{bd}+g_{bd}g_{ca}-g_{ad}g_{cb})=0$. With $\Sigma_{ca}=-\Sigma_{ac}$ what remains is

$$
[\Sigma_{ab},\Sigma_{cd}]=g_{bc}\Sigma_{ad}-g_{ac}\Sigma_{bd}-g_{bd}\Sigma_{ac}+g_{ad}\Sigma_{bc}. \tag{8}
$$

These are ten generators. The other five are multiples of the $\Gamma_a$ themselves. Put $\Sigma_{a5}=-\Sigma_{5a}=\frac c2\Gamma_a$ and let $g_{55}=\pm1$, $g_{a5}=0$. Equation (7) gives $[\Sigma_{ab},\Sigma_{c5}]=g_{bc}\Sigma_{a5}-g_{ac}\Sigma_{b5}$, which has the pattern of (8). For the remaining commutators,

$$
[\Sigma_{a5},\Sigma_{b5}]=\tfrac{c^2}{4}[\Gamma_a,\Gamma_b]=c^2\Sigma_{ab},
$$

whereas the pattern of (8) demands $-g_{55}\Sigma_{ab}$. Thus

$$
c^2=-g_{55}. \tag{9}
$$

Choosing $c=i$ gives $g_{55}=+1$. With $A,B=0,\dots,5$,

$$
[\Sigma_{AB},\Sigma_{CD}]=g_{BC}\Sigma_{AD}-g_{AC}\Sigma_{BD}-g_{BD}\Sigma_{AC}+g_{AD}\Sigma_{BC},\quad g=\mathrm{diag}(+,-,-,-,-,+), \tag{10}
$$

$$
\Sigma_{\mu\nu}=\tfrac14[\gamma_\mu,\gamma_\nu],\quad
\Sigma_{\mu4}=\tfrac i2\gamma_\mu\gamma_5,\quad
\Sigma_{\mu5}=\tfrac i2\gamma_\mu,\quad
\Sigma_{45}=-\tfrac12\gamma_5. \tag{11}
$$

The real span of (11) is that of (4).

To see that (10) is $so(4,2)$, let $e_A$ be basis vectors of a six-dimensional real space with $e_A\cdot e_B=g_{AB}$. The generators of the transformations that preserve this product are

$$
M_{AB}v=e_A(e_B\cdot v)-e_B(e_A\cdot v). \tag{12}
$$

In particular $M_{AB}e_C=g_{BC}e_A-g_{AC}e_B$. Because $M_{AB}$ preserves the product, its commutator with $M_{CD}$ acts on the two vectors that label $M_{CD}$ in turn:

$$
[M_{AB},M_{CD}]=g_{BC}M_{AD}-g_{AC}M_{BD}+g_{BD}M_{CA}-g_{AD}M_{CB}.
$$

This is (10), since $M_{CA}=-M_{AC}$ and $M_{CB}=-M_{BC}$. Both sets contain fifteen independent elements, so $\Sigma_{AB}\mapsto M_{AB}$ is an isomorphism.

Two generators with no index in common commute. Each $\Sigma_{AB}$ shares exactly one index with $2\times4=8$ others, which leaves $15\times8/2=60$ nonzero commutators among the 105 pairs.

## What the factors of i decide

Since $\Gamma_4=i\gamma_5=-\gamma^0\gamma^1\gamma^2\gamma^3$, the matrices $\Gamma_a$ and $\Gamma_a\Gamma_b$ are, up to sign, the bare products of one to four gamma matrices. Their real span corresponds to $c=1$. By (9) this means $g_{55}=-1$, and the algebra is $so(5,1)$. In the opposite metric signature one uses $\tilde\gamma_\mu=i\gamma_\mu$. The product of all four still squares to $-1$, and $c=1$ again adds a minus sign, so the six-dimensional metric is $(-,+,+,+,-,-)$ and the bare products give $so(3,3)$.

The difference is visible in the Killing form $B(X,Y)=\mathrm{tr}(\mathrm{ad}_X\mathrm{ad}_Y)$, with $\mathrm{ad}_XZ=[X,Z]$. The map $Z\mapsto UZV$ on $4\times4$ matrices has trace $\mathrm{tr}U\,\mathrm{tr}V$. Expanding

$$
[X,[Y,Z]]=XYZ-XZY-YZX+ZYX
$$

and using $\mathrm{tr}X=\mathrm{tr}Y=0$ gives $B=4\,\mathrm{tr}XY+4\,\mathrm{tr}YX=8\,\mathrm{tr}XY$. The identity matrix, which is not in the algebra, contributes nothing because it commutes with $Y$. From (5) and (9), $\Sigma_{AB}^2=-\frac14g_{AA}g_{BB}$. The form is negative for planes whose two axes have equal metric signs, and positive otherwise. The counts of positive and negative directions are therefore $(8,7)$ for $so(4,2)$, $(5,10)$ for $so(5,1)$ and $(9,6)$ for $so(3,3)$, as the numerical output also shows.

If $\gamma_5$ keeps the $i$ in its definition, the real span of $\gamma_\mu,\gamma_\mu\gamma_\nu,\gamma_\mu\gamma_5,\gamma_5$ is again $so(4,2)$. With $W=e^{i\pi\gamma_5/4}$,

$$
W\gamma_\mu W^{-1}=\gamma_\mu W^{-2}=\gamma_\mu e^{-i\pi\gamma_5/2}=-i\gamma_\mu\gamma_5,\qquad
W\gamma_\mu\gamma_5W^{-1}=-i\gamma_\mu, \tag{13}
$$

while $\gamma_\mu\gamma_\nu$ and $\gamma_5$ commute with $W$. This span is thus carried into (4) by a change of basis.

## The same algebra as su(2,2)

The algebra $su(2,2)$ consists of traceless matrices that preserve a Hermitian form with two positive and two negative directions. Here the form is $\psi^\dagger\gamma^0\psi$. Since $\gamma^0$ is traceless and squares to one, its eigenvalues are $+1,+1,-1,-1$. Preservation under $e^{sX}$ with real $s$ requires

$$
X^\dagger\gamma^0+\gamma^0X=0\quad\Longleftrightarrow\quad \bar X\equiv\gamma^0X^\dagger\gamma^0=-X. \tag{14}
$$

The Hermiticity choices give $\bar\gamma_\mu=\gamma_\mu$ and $\bar\gamma_5=\gamma^0\gamma_5\gamma^0=-\gamma_5$. The bar reverses the order of products and conjugates numbers. For $\mu\ne\nu$,

$$
\overline{i\gamma_\mu}=-i\gamma_\mu,\qquad
\overline{\gamma_\mu\gamma_\nu}=\gamma_\nu\gamma_\mu=-\gamma_\mu\gamma_\nu,\qquad
\overline{i\gamma_\mu\gamma_5}=-i(-\gamma_5)\gamma_\mu=-i\gamma_\mu\gamma_5 .
$$

All fifteen matrices in (4) satisfy (14). There are no further independent solutions. Writing $Y=\gamma^0X$ turns (14) into $Y^\dagger=-Y$, which has sixteen real parameters. The trace of $X=\gamma^0Y$ is then imaginary, and setting it to zero removes one parameter, the multiple of $i\mathbf 1$. The fifteen-dimensional span (4) is therefore all of $su(2,2)$, and with (10) this proves $su(2,2)\cong so(4,2)$.

## Conformal generators

Combine the spacelike direction 4 with the timelike direction 5:

$$
P_\mu=\Sigma_{\mu5}+\Sigma_{\mu4}=\tfrac i2\gamma_\mu(1+\gamma_5),\quad
K_\mu=\Sigma_{\mu5}-\Sigma_{\mu4}=\tfrac i2\gamma_\mu(1-\gamma_5),\quad
D=\Sigma_{45}=-\tfrac12\gamma_5, \tag{15}
$$

and write $M_{\mu\nu}=\Sigma_{\mu\nu}$ for the Lorentz generators. The matrix $P_\mu$ acts on spinors with $\gamma_5=+1$ and turns them into spinors with $\gamma_5=-1$; $K_\mu$ does the reverse. Two successive steps of one kind vanish:

$$
P_\mu P_\nu=-\tfrac14\gamma_\mu\gamma_\nu(1-\gamma_5)(1+\gamma_5)=0,\qquad K_\mu K_\nu=0. \tag{16}
$$

For the dilatation, $[\gamma_5,\gamma_\mu(1\pm\gamma_5)]=2\gamma_5\gamma_\mu(1\pm\gamma_5)=-2\gamma_\mu\gamma_5(1\pm\gamma_5)=\mp2\gamma_\mu(1\pm\gamma_5)$, so

$$
[D,P_\mu]=P_\mu,\qquad [D,K_\mu]=-K_\mu,\qquad [D,M_{\mu\nu}]=0. \tag{17}
$$

For the mixed commutator use $(1\pm\gamma_5)^2=2(1\pm\gamma_5)$:

$$
K_\mu P_\nu=-\tfrac12\gamma_\mu\gamma_\nu(1+\gamma_5),\qquad
P_\nu K_\mu=-\tfrac12\gamma_\nu\gamma_\mu(1-\gamma_5).
$$

The difference is $-\frac12[\gamma_\mu,\gamma_\nu]-\frac12\{\gamma_\mu,\gamma_\nu\}\gamma_5=-2M_{\mu\nu}-\eta_{\mu\nu}\gamma_5$. Since $\gamma_5=-2D$,

$$
[K_\mu,P_\nu]=2(\eta_{\mu\nu}D-M_{\mu\nu}). \tag{18}
$$

Because $M_{\mu\nu}$ commutes with $\gamma_5$, (7) gives $[M_{\mu\nu},P_\rho]=\eta_{\nu\rho}P_\mu-\eta_{\mu\rho}P_\nu$, and the same for $K_\rho$.

In the chiral basis, where $\gamma_5=\mathrm{diag}(-1,-1,1,1)$, the generators are

$$
P_\mu=\begin{pmatrix}0&i\sigma_\mu\\0&0\end{pmatrix},\quad
K_\mu=\begin{pmatrix}0&0\\i\bar\sigma_\mu&0\end{pmatrix},\quad
D=\tfrac12\begin{pmatrix}\mathbf 1&0\\0&-\mathbf 1\end{pmatrix}, \tag{19}
$$

with lower-index $\sigma_\mu=(\mathbf 1,-\boldsymbol\sigma)$ and $\bar\sigma_\mu=(\mathbf 1,\boldsymbol\sigma)$, where $\boldsymbol\sigma$ denotes the Pauli matrices. For $\mu=0$ this is two copies of (1).

Group elements here are $e^{sX}$ with real $s$. If they are written $e^{-is\hat X}$ instead, then $\hat X=iX$ and, for example, $[\hat D,\hat P_\mu]=i\hat P_\mu$.

## Action on spacetime points

The commutators alone do not show that $P_\mu$ translates anything: exchanging $P$ with $K$ and reversing $D$ gives a similar set. The names follow from an action on points. Write $\not x=x^\mu\gamma_\mu$ and attach to each point the two-dimensional plane of spinors

$$
S_x=\{(1+i\not x)\chi:\ \gamma_5\chi=\chi\}. \tag{20}
$$

This generalizes the column $(it,1)^T$. The part with $\gamma_5=+1$ is $\chi$, and the part with $\gamma_5=-1$ is $i\not x\chi$. A group element maps planes to planes, and the new point is read off by writing the new plane in the form (20).

**Real points.** Let $z$ be a possibly complex point, and let $\chi',\chi$ have $\gamma_5=+1$. Set $\bar\chi'=\chi'^\dagger\gamma^0$. Then $\bar\chi'\gamma_5=-\bar\chi'$, so $\bar\chi'\chi=\bar\chi'\gamma_5\chi=-\bar\chi'\chi=0$. The same holds with an even number of gamma matrices in between. The form evaluated between two members of $S_z$ is thus

$$
\bar\chi'(1-i\not z^{\,*})(1+i\not z)\chi=i\bar\chi'(\not z-\not z^{\,*})\chi=-2\,(\mathrm{Im}\,z^\mu)\,\bar\chi'\gamma_\mu\chi, \tag{21}
$$

where $\not z^{\,*}=(z^\mu)^*\gamma_\mu$. On the chiral plane the four matrices $\gamma^0\gamma_\mu$ reduce to $\mathbf 1$ and the Pauli matrices up to sign, which are independent. Hence (21) vanishes for all $\chi',\chi$ exactly when $z$ is real. A group that preserves $\psi^\dagger\gamma^0\psi$ therefore sends real points to real points, whenever the image can be written as (20). This is the spacetime meaning of condition (14).

**Translations.** By (16), $e^{a\cdot P}=1+a\cdot P$ with $a\cdot P=a^\mu P_\mu$. It acts on $\chi$ as $i\not a$ and annihilates $i\not x\chi$, so

$$
e^{a\cdot P}(1+i\not x)\chi=(1+i\not x+i\not a)\chi,\qquad x\to x+a. \tag{22}
$$

**Dilatations.** $D$ is $-\frac12$ on $\chi$ and $+\frac12$ on $i\not x\chi$. The result is $e^{-\lambda/2}(1+ie^{\lambda}\not x)\chi$, and the prefactor can be absorbed in $\chi$:

$$
e^{\lambda D}:\quad x\to e^\lambda x. \tag{23}
$$

**Lorentz transformations.** With antisymmetric $\omega^{\mu\nu}$, $L=\frac12\omega^{\mu\nu}M_{\mu\nu}$ preserves chirality and changes $\not x$ into $e^L\not xe^{-L}$. To first order, (7) gives $[L,\not x]=\frac12\omega^{\mu\nu}(x_\nu\gamma_\mu-x_\mu\gamma_\nu)=\omega^{\mu\nu}x_\nu\gamma_\mu$, that is, $\delta x^\mu=\omega^{\mu\nu}x_\nu$.

**Special conformal transformations.** $e^{b\cdot K}=1+b\cdot K$ leaves $\chi$ unchanged and acts on $i\not x\chi$ as $i\not b$, so the image is

$$
(1-\not b\not x)\chi+i\not x\chi=(1+i\not x')\chi',\quad \chi'=(1-\not b\not x)\chi,\quad \not x'=\not x(1-\not b\not x)^{-1}. \tag{24}
$$

The inverse follows from $\not b\not x+\not x\not b=2b\cdot x$ and $\not b\not x\not x\not b=b^2x^2$:

$$
(1-\not b\not x)(1-\not x\not b)=\sigma(x),\qquad \sigma(x)=1-2b\cdot x+b^2x^2. \tag{25}
$$

Hence $\not x'=\not x(1-\not x\not b)/\sigma=(\not x-x^2\not b)/\sigma$, or

$$
x'^\mu=\frac{x^\mu-b^\mu x^2}{\sigma(x)}. \tag{26}
$$

For small $b$ this is $\delta x^\mu=2(b\cdot x)x^\mu-b^\mu x^2$. For $x=(t,\mathbf 0)$ and $b=(b,\mathbf 0)$ it becomes $t(1-bt)/(1-bt)^2=t/(1-bt)$, the result of (2).

Equation (26) fails where $\sigma(x)=0$. There $1-\not b\not x$ has no inverse on the chiral plane, and the image plane cannot be written as (20). The matrix still acts regularly on the plane, but the image is not a finite point of Minkowski space. The full conformal group therefore acts on spacetime with points at infinity added.

## Intervals under a special conformal transformation

Squaring (26) gives $x'^2=x^2(1-2b\cdot x+b^2x^2)/\sigma(x)^2=x^2/\sigma(x)$. For two points, multiply $(x'-y')^2=x'^2+y'^2-2x'\cdot y'$ by $\sigma(x)\sigma(y)$:

$$
x^2\sigma(y)+y^2\sigma(x)-2\left[x\cdot y-y^2\,b\cdot x-x^2\,b\cdot y+b^2x^2y^2\right].
$$

The terms with $b\cdot x$, $b\cdot y$ and $b^2$ cancel, leaving $x^2+y^2-2x\cdot y$:

$$
(x'-y')^2=\frac{(x-y)^2}{\sigma(x)\sigma(y)}. \tag{27}
$$

Lightlike separations stay lightlike as long as both factors are nonzero. Other intervals are rescaled by a factor that depends on position, and they change sign if $\sigma(x)\sigma(y)<0$.

## A numerical case

Let $L$ be a unit of length and take $x=(2,1,0,0)L$. Translation by $a=(1,0,0,2)L$ gives $(3,1,0,2)L$. A dilatation with $\lambda=\ln2\approx0.693$ gives $(4,2,0,0)L$.

For the special conformal transformation let $b=(0.1,0,0.2,0)/L$. Then $x^2=3L^2$, $b^2=-0.03/L^2$ and $b\cdot x=0.2$, so

$$
\sigma(x)=1-0.4-0.09=0.51,\qquad
x'=\frac{(2-0.3,\;1,\;-0.6,\;0)}{0.51}L=(3.333,\,1.961,\,-1.176,\,0)L .
$$

The determinant of $1-\not b\not x$ on the chiral plane, computed separately, is also $0.51$.

The second point $y=(0,1,1,0)L$ has $y^2=-2L^2$ and $b\cdot y=-0.2$. Hence $\sigma(y)=1+0.4+0.06=1.46$ and $y'=(0.137,0.685,0.959,0)L$. The interval $(x-y)^2=3L^2$ becomes

$$
(x'-y')^2=\frac{3L^2}{0.51\times1.46}=4.029\,L^2 .
$$

It remains timelike because both factors are positive. The new points were read from exponentiated $4\times4$ matrices acting on (20) and agree with (22), (23) and (26). For randomly chosen group elements, the motion of $x$ was also tested against the $6\times6$ matrices built from (12), acting on null vectors.

## Spinors, six-vectors and fields

The two matrix groups share a Lie algebra but differ globally. Since $\Sigma_{12}^2=-\frac14$,

$$
e^{\theta\Sigma_{12}}=\cos\tfrac\theta2+2\Sigma_{12}\sin\tfrac\theta2, \tag{28}
$$

which equals $-1$ at $\theta=2\pi$, whereas $e^{2\pi M_{12}}$ is a full turn in the plane of axes 1 and 2 of the six-dimensional space and equals $+1$. The points of spacetime do not register this sign, because $-1$ maps every plane $S_x$ to itself.

The matrices $P_\mu$ in (15) act on four-component spinors whose planes represent points. They are not the derivatives that translate the argument of a Dirac field $\psi(x)$. Both obey the translation algebra, but (16) is a property of these $4\times4$ matrices: products of derivatives do not vanish in general.

## Table of computed values

```
Algebra (pure numbers)
real dimension of su(2,2): 15
eigenvalues of gamma^0: (-1, -1, 1, 1)
nonzero commutators among 105 pairs: 60
Killing signs (+,-), so(4,2) set: (8, 7)
Killing signs (+,-), bare products, metric +---: (5, 10)
Killing signs (+,-), bare products, metric -+++: (9, 6)
exp(2 pi Sigma_12), 4x4, first entry: -1.000
exp(2 pi M_12), 6x6, first entry: 1.000
Chiral basis, 2x2 blocks (all other blocks vanish)
P_0 upper right: [0+1i, 0+0i; 0+0i, 0+1i]
P_1 upper right: [0+0i, 0-1i; 0-1i, 0+0i]
P_2 upper right: [0+0i, -1+0i; 1+0i, 0+0i]
P_3 upper right: [0-1i, 0+0i; 0+0i, 0+1i]
K_0 lower left: [0+1i, 0+0i; 0+0i, 0+1i]
K_1 lower left: [0+0i, 0+1i; 0+1i, 0+0i]
K_2 lower left: [0+0i, 1+0i; -1+0i, 0+0i]
K_3 lower left: [0+1i, 0+0i; 0+0i, 0-1i]
D diagonal: (0.5, 0.5, -0.5, -0.5)
Worked example (length unit L)
x [L]: (2, 1, 0, 0)
y [L]: (0, 1, 1, 0)
translation a [L]: (1, 0, 0, 2)
x after translation [L]: (3, 1, 0, 2)
dilatation factor: 2  lambda: 0.69315
x after dilatation [L]: (4, 2, 0, 0)
special conformal b [1/L]: (0.1, 0, 0.2, 0)
x.x [L^2]: 3
y.y [L^2]: -2
b.b [1/L^2]: -0.03
b.x: 0.2  b.y: -0.2
sigma(x): 0.51  sigma(y): 1.46
determinant on chiral plane at x: 0.51
x after special conformal [L]: (3.3333, 1.9608, -1.1765, 0)
y after special conformal [L]: (0.13699, 0.68493, 0.9589, 0)
(x-y)^2 before [L^2]: 3
(x-y)^2 after [L^2]: 4.029
```
